# Two-Dimensional Ewald Summation and the Shape Anisotropy of a Magnetic Monolayer

## The question

A single layer of atoms carries equal magnetic moments, all parallel. Turning them together from the plane to the normal changes their magnetic dipole energy, because neighbours side by side repel and neighbours head to tail attract. For a uniformly magnetized plate, magnetostatics gives the cost of the normal direction as $2\pi M^2$ per unit volume, with $M$ the magnetization in Gaussian units.

A monolayer, however, has an area per atom but no thickness of its own, so its volume, and with it $M$, is undefined until a thickness is chosen. The discrete sum needs no such choice. We therefore compute it first, with control of the error, and then compare it with the continuum value for the layer spacings of several crystals.

## Model and units

The algebra uses atomic units; $\alpha$ is the fine-structure constant. For electron spins $\mathbf s_1,\mathbf s_2$ at separation $\mathbf r$, the spin-spin part of the Breit interaction is
$$
\alpha^2\left[\frac{\mathbf s_1\cdot\mathbf s_2}{r^3}-\frac{3(\mathbf s_1\cdot\mathbf r)(\mathbf s_2\cdot\mathbf r)}{r^5}\right]-\frac{8\pi\alpha^2}{3}\,\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r).
$$
We replace the spins on each atom by a classical vector $\mathbf m$ at the lattice site. With electron $g$-factor 2, a moment of $\mu$ Bohr magnetons has $m=\mu/2$. The sign between spin and moment drops out of the product. The contact term depends on relative spin directions alone, so a common rotation leaves it unchanged. The model omits spin-orbit anisotropy and the finite extent of the spin density.

Let $\mathbf R$ run over a planar Bravais lattice of cell area $A$, with $z$ along the normal. Each pair is shared by two sites, so the energy per site is
$$
E=\frac{\alpha^2}{2}\sum_{ij}m_iD_{ij}m_j,\qquad
D_{ij}=\sum_{\mathbf R\ne0}\frac{\delta_{ij}R^2-3R_iR_j}{R^5}.
$$

Since $R_z=0$, we have $D_{xz}=D_{yz}=0$ and $D_{zz}=S$, where $S=\sum_{\mathbf R\neq0}R^{-3}$. The trace vanishes term by term: $3R^2-3R^2=0$. With a three-, four- or sixfold axis the in-plane block is a multiple of the identity, so $D_{xx}=D_{yy}=-S/2$. For a moment at angle $\theta$ from the normal,
$$
E(\theta)=\frac{\alpha^2m^2S}{2}\left(\cos^2\theta-\tfrac12\sin^2\theta\right)
=-\frac{\alpha^2m^2S}{4}+K\cos^2\theta,\qquad K=\tfrac34\alpha^2m^2S.
$$
Positive $K$ favours in-plane moments. On a lattice of lower symmetry the tensor formula still holds, but the energy also depends on the in-plane direction.

## Why the plain sum is slow

The terms fall as $R^{-3}$ and the number of sites in a ring grows as $R$, so the sum converges absolutely. A disc of radius $L$ misses approximately
$$
\frac1A\int_L^\infty\frac{2\pi R\,dR}{R^3}=\frac{2\pi}{AL}
$$
of $D_{zz}$. For a square lattice of spacing $a$ and $L=100a$, the missing part of $a^3D_{zz}$ is 0.06283, about 0.7% of the full value 9.034, after some thirty thousand terms. The same number has a physical reading: for the atom at the centre of a finite circular island of that radius, $D_{zz}$ is about 0.7% below its infinite-layer value. Atoms near the edge lose more neighbours, so the deficit averaged over the island is several times larger.

## The Ewald split

The dipole tensor is a second derivative of the Coulomb potential,
$$
-\partial_i\partial_j\frac1r=\frac{\delta_{ij}r^2-3r_ir_j}{r^5}\quad(r\neq0),\qquad
\frac1r=\frac{\operatorname{erfc}(\eta r)}r+\frac{\operatorname{erf}(\eta r)}r .
$$
The first part is short-ranged. The second is smooth at the origin, so its lattice sum converges fast in reciprocal space. The parameter $\eta>0$ is free.

**Real-space part.** For a radial function $f(r)$,
$$
-\partial_i\partial_jf=\delta_{ij}B-r_ir_jC,\qquad B=-\frac{f'}r,\qquad C=\frac1{r^2}\left(f''-\frac{f'}r\right).
$$
With $f=\operatorname{erfc}(\eta r)/r$ and $g=(2\eta/\sqrt\pi)e^{-\eta^2r^2}$,
$$
f'=-\frac{\operatorname{erfc}(\eta r)}{r^2}-\frac gr,\qquad
f''=\frac{2\operatorname{erfc}(\eta r)}{r^3}+g\left(\frac2{r^2}+2\eta^2\right),
$$
and therefore
$$
B=\frac{\operatorname{erfc}(\eta r)}{r^3}+\frac g{r^2},\qquad
C=\frac{3\operatorname{erfc}(\eta r)}{r^5}+\frac g{r^2}\left(2\eta^2+\frac3{r^2}\right).
$$
The real-space part is $D^{\rm real}_{ij}=\sum_{\mathbf R\ne0}[\delta_{ij}B(R)-R_iR_jC(R)]$.

**Reciprocal part.** We need the planar Fourier transform $F_G(z)$ of $\operatorname{erf}(\eta r)/r$, where $r^2=\rho^2+z^2$. Write
$$
\frac{\operatorname{erf}(\eta r)}r=\frac2{\sqrt\pi}\int_0^\eta e^{-t^2r^2}dt .
$$
The transform of $e^{-t^2\rho^2}$ is $(\pi/t^2)e^{-G^2/4t^2}$, so for $G\neq0$
$$
F_G(z)=2\sqrt\pi\int_0^\eta\frac{dt}{t^2}\,e^{-G^2/4t^2-t^2z^2}.
$$
At $z=0$ the substitution $u=G/2t$, $dt/t^2=-(2/G)du$, gives
$$
F_G(0)=\frac{4\sqrt\pi}G\int_{G/2\eta}^\infty e^{-u^2}du=\frac{2\pi}G\operatorname{erfc}\frac G{2\eta}.
$$
Two $z$-derivatives at $z=0$ bring down $-2t^2$. Integration by parts then yields
$$
\begin{aligned}
-F_G''(0)&=4\sqrt\pi\int_0^\eta e^{-G^2/4t^2}dt\\
&=4\sqrt\pi\left[\eta e^{-G^2/4\eta^2}-\frac{G^2}2\int_0^\eta\frac{dt}{t^2}e^{-G^2/4t^2}\right]\\
&=4\sqrt\pi\,\eta e^{-G^2/4\eta^2}-2\pi G\operatorname{erfc}\frac G{2\eta},
\end{aligned}
$$
because the last integral is $F_G(0)/(2\sqrt\pi)$.

We now apply Poisson summation, $\sum_{\mathbf R}h(\mathbf R)=A^{-1}\sum_{\mathbf G}\hat h(\mathbf G)$, to the second derivatives, which decay as $\rho^{-3}$, and not to the potential, whose sum diverges. An in-plane derivative $-\partial_i\partial_j$ becomes $G_iG_j$, so
$$
D^{\rm rec}_{ij}=\frac{2\pi}A\sum_{\mathbf G\ne0}\frac{G_iG_j}G\operatorname{erfc}\frac G{2\eta}\quad(i,j=x,y),
$$
$$
D^{\rm rec}_{zz}=\frac1A\sum_{\mathbf G}\left[4\sqrt\pi\,\eta e^{-G^2/4\eta^2}-2\pi G\operatorname{erfc}\frac G{2\eta}\right].
$$
The in-plane summand tends to zero as $G\to0$, so nothing is lost there. The normal summand tends to $4\sqrt\pi\,\eta$, and this $\mathbf G=0$ term must be kept.

**Self term.** The reciprocal sum includes $\mathbf R=0$. Near the origin $\operatorname{erf}(\eta r)/r=(2\eta/\sqrt\pi)(1-\eta^2r^2/3+\cdots)$, so the unwanted contribution is $4\eta^3\delta_{ij}/(3\sqrt\pi)$. Hence
$$
D_{ij}=D^{\rm real}_{ij}+D^{\rm rec}_{ij}-\frac{4\eta^3}{3\sqrt\pi}\delta_{ij}.
$$

**Trace.** The real-space summand has trace $3B-R^2C=-(4\eta^3/\sqrt\pi)e^{-\eta^2R^2}$. In the reciprocal part the erfc terms cancel, leaving
$$
\frac{4\sqrt\pi\,\eta}A\sum_{\mathbf G}e^{-G^2/4\eta^2}=\frac{4\eta^3}{\sqrt\pi}\sum_{\mathbf R}e^{-\eta^2R^2}
$$
by Poisson summation. The $\mathbf R\ne0$ terms cancel the real-space trace, and the $\mathbf R=0$ term cancels the self trace. Dropping the $\mathbf G=0$ term would break this balance.

## Cost and truncation error

Keep $\eta R\le x$ and $G/2\eta\le x$. The reciprocal cell has area $4\pi^2/A$, so the numbers of vectors are approximately
$$
N_R\approx\frac{\pi x^2}{A\eta^2},\qquad N_G\approx\frac{A\eta^2x^2}\pi .
$$
Their product does not depend on $\eta$, so their sum is smallest when they are equal. This gives $\eta=\sqrt{\pi/A}$ and about $x^2$ vectors in each space. At $x=6$ the square lattice needs 36 real and 37 reciprocal terms.

For the error in $D_{zz}$, use $\operatorname{erfc}x\approx e^{-x^2}(1-1/2x^2)/(x\sqrt\pi)$ at large $x$. One omitted real vector, now with $x=\eta R$, contributes at leading order
$$
B\approx\frac{2\eta^3}{\sqrt\pi}\frac{e^{-x^2}}{x^2}.
$$
For an omitted reciprocal vector, with $x=G/2\eta$, the leading parts of the two terms cancel, leaving
$$
\frac{4\sqrt\pi\,\eta}Ae^{-x^2}\left[1-\left(1-\frac1{2x^2}\right)\right]=\frac{2\sqrt\pi\,\eta}A\frac{e^{-x^2}}{x^2}.
$$
For $\eta^2=\pi/A$ the two are equal. On the square lattice, a first omitted shell of four vectors in each space therefore gives an error in $a^3D_{zz}$ of about $16\pi e^{-x^2}/x^2$.

Here $x$ belongs to the omitted shell, not to the nominal cutoff. Shells lie at $x^2=\pi n$, with $n$ a sum of two squares. Cutoff 2 first omits $n=2$, for which the estimate is 0.015; the measured error is 0.014. Cutoff 3 first omits $n=4$, and both estimate and measurement are $1.4\times10^{-5}$. Cutoffs 4 and 5 have the same error, $2.5\times10^{-11}$, because no shell lies between them: $n=5$ is inside both, while $n=8$ has $x=\sqrt{8\pi}\approx5.01$.

## A square and a triangular monolayer

Take round model values: neighbour distance $a=2.5$ Å and $\mu=2$, so that $m=1$. The energy scale is $\alpha^2m^2/a^3=1.37425\times10^{-5}$ eV. For the square lattice $\eta=\sqrt\pi/a=0.709\ \text{Å}^{-1}$, and the real, reciprocal and self parts add up as
$$
a^3D_{zz}=0.40250+12.81991-4.18879=9.03362,
$$
$$
a^3D_{xx}=-1.33436+1.00634-4.18879=-4.51681 .
$$
The second is minus half the first, as symmetry requires.

Number theory supplies an independent value. The number of square-lattice vectors with squared length $na^2$ is four times the sum, over the divisors $d$ of $n$, of a sign that is $+1$ for $d=1$, $-1$ for $d=3$ (modulo 4), and zero for even $d$. Writing $n=dk$ factorizes the lattice sum:
$$
a^3S=4\,\zeta(\tfrac32)\,\beta(\tfrac32),\qquad \beta(s)=1-3^{-s}+5^{-s}-\cdots .
$$
For the triangular lattice the factor is 6, and the signs are $+1,-1,0$ for $d=1,2,0$ modulo 3:
$$
a^3S=6\,\zeta(\tfrac32)\,L(\tfrac32),\qquad L(s)=1-2^{-s}+4^{-s}-5^{-s}+\cdots .
$$
These give 9.03362168 and 11.03417573, in agreement with the Ewald sums to all printed digits.

Such symmetric lattices do not test the off-diagonal element. An oblique lattice with cell vectors $(1,0)a$ and $(0.3,0.7)a$ does, since there $a^3D_{xy}=-2.32$. Its Ewald tensor agrees with a disc sum of radius $600a$, corrected for the missing exterior, to $1.7\times10^{-7}$ in every element. Three values of $\eta$ give results that differ by no more than $8\times10^{-15}$.

The energies per atom of the square layer are
$$
E_\perp=\tfrac12(1.37425\times10^{-5})(9.03362)=6.207\times10^{-5}\ \text{eV},
$$
$$
E_\parallel=\tfrac12(1.37425\times10^{-5})(-4.51681)=-3.104\times10^{-5}\ \text{eV}.
$$
Their difference is $K=9.311\times10^{-5}$ eV, or $3.422\times10^{-6}$ hartree. The triangular layer, with more atoms per area at the same neighbour distance, has $K=1.137\times10^{-4}$ eV, or $4.179\times10^{-6}$ hartree.

## The continuum value needs a thickness

In a wide plate the normal component of $\mathbf B=\mathbf H+4\pi\mathbf M$ is continuous across the faces and vanishes outside. Inside, therefore, $H_z=-4\pi M\cos\theta$. The magnetostatic energy density is $-\frac12\mathbf M\cdot\mathbf H=2\pi M^2\cos^2\theta$; the half again avoids double counting. In Gaussian terms the atomic moment is $\alpha m$, so a layer of thickness $d$ has $M=\alpha m/(Ad)$. Multiplying the energy density by the volume $Ad$ gives
$$
K_{\rm cont}=2\pi M^2Ad=\frac{2\pi\alpha^2m^2}{Ad},\qquad
\frac{K}{K_{\rm cont}}=\frac{3SAd}{8\pi}.
$$
As $d\to0$ at fixed moment per area, $K_{\rm cont}$ diverges while $K$ stays finite. The two are equal at $d_{\rm eff}=8\pi/(3AS)$, which is 2.318 Å for the square and 2.192 Å for the triangular layer. These are equivalent thicknesses, not extents of the electron density.

A natural choice for $d$ is the layer spacing of a crystal built from such layers:

| Parent crystal | $d$ (Å) | $K_{\rm cont}$ ($10^{-4}$ eV) | $K/K_{\rm cont}$ |
|---|---|---|---|
| simple cubic (001) | 2.500 | 0.863 | 1.078 |
| fcc (001) | 1.768 | 1.221 | 0.762 |
| bcc (001) | 1.250 | 1.727 | 0.539 |
| fcc (111) | 2.041 | 1.221 | 0.931 |

The first three rows describe the same square monolayer with the same $K$. Their ratios differ because the assigned thickness differs.

## What the missing layers contribute

Consider a second layer at height $z\ne0$ with lateral shift $\mathbf s$. No self term arises, so we may let $\eta\to\infty$. Off the plane, Laplace's equation requires $F_G''=G^2F_G$. The decaying solution with $F_G(0)=2\pi/G$ is $F_G=(2\pi/G)e^{-G|z|}$. Therefore
$$
D_{zz}(z,\mathbf s)=-\frac{2\pi}A\sum_{\mathbf G\ne0}G\,e^{-G|z|}\cos(\mathbf G\cdot\mathbf s).
$$
The $\mathbf G=0$ term vanishes: a uniformly magnetized infinite sheet produces no field outside itself. Layers couple through their atomic corrugation, which decays exponentially with distance.

For square layers, the shortest $\mathbf G$ give $\cos=+1$ for on-top stacking and $\cos=-1$ for atoms above fourfold hollows. At large spacing the coupling is thus negative on top and positive over hollows. The full sums at the actual spacings keep these signs: $a^3D_{zz}$ is $-0.327$ for simple cubic, $+1.429$ for fcc (001) and $+4.176$ for bcc (001). An isolated layer lacks these contributions, so its $K$ lies above the continuum value in the first case and below it in the other two.

**The thick limit.** For a cubic crystal with volume $V=Ad$ per atom, draw a large sphere of radius $R_0$ about an atom deep in the film. The atoms inside it contribute nothing to $D_{zz}$, since cubic symmetry makes the sums of $x^2$, $y^2$ and $z^2$ equal on every shell. Outside, for large $R_0$, the sum becomes an integral. At height $z$ the integral over the plane beyond radius $\rho_0$ is
$$
\int_{\rho_0}^\infty2\pi\rho\,d\rho\,\frac{\rho^2-2z^2}{(\rho^2+z^2)^{5/2}}
=\frac{2\pi\rho_0^2}{(\rho_0^2+z^2)^{3/2}},
$$
as differentiating $-\rho^2/(\rho^2+z^2)^{3/2}$ confirms. For $|z|>R_0$, $\rho_0=0$ and the result is zero. For $|z|<R_0$, $\rho_0^2=R_0^2-z^2$, and
$$
D_{zz}=\frac1V\int_{-R_0}^{R_0}\frac{2\pi(R_0^2-z^2)}{R_0^3}dz=\frac{8\pi}{3V},\qquad
K_\infty=\tfrac34\alpha^2m^2D_{zz}=\frac{2\pi\alpha^2m^2}V .
$$
This is the continuum value. Explicit layer sums reproduce it for all four stacks within a tested relative tolerance of $10^{-10}$.

Cubic symmetry is what removed the atoms inside the sphere; without it they generally contribute, by an amount that depends on the structure. A tetragonal on-top stack with $a=2.5$ Å and $d=3.0$ Å has a bulk ratio $K/K_{\rm cont}=1.268$. There the dipolar energy contains a crystalline part besides the plate-shape part, and extra thickness does not remove it.

## Approach to the continuum in a film

Let $D_j$ be the coupling $D_{zz}$ between layers $j$ apart. A film of $N$ layers has $N-j$ such pairs, each counted from both sides, so the average per atom is
$$
\bar D_N=D_0+2\sum_{j=1}^{N-1}\left(1-\frac jN\right)D_j .
$$
If $D_1$ alone matters, then $D_\infty=D_0+2D_1$ and $\bar D_N=D_\infty-2D_1/N$. For a film of a cubic crystal whose normal is a three- or fourfold axis, with $K_N$ the anisotropy per atom,
$$
\frac{K_N}{K_{\rm cont}}\approx1-\frac1N\left(1-\frac{K_1}{K_{\rm cont}}\right).
$$
The departure from the continuum value belongs to the two surfaces, so per atom it falls as $1/N$. With all couplings kept, its coefficient is $2\sum_j jD_j/D_\infty$; where $D_1$ dominates this sum, it is a deficit when $D_1>0$ and an excess when $D_1<0$, as in simple cubic (001).

When the couplings fall off quickly with $j$, as in the four stacks of the table, including $D_2$ gives the leading error; for closely spaced layers further couplings matter as well. For $N\ge2$, $\bar D_N=D_\infty-(2D_1+4D_2)/N$, whereas the simple law has $2D_1+2D_2$ in the bracket. The ratio therefore exceeds the law by $-2D_2/(ND_\infty)$. In fcc (001), $a^3D_2=-0.0226$ and $a^3D_\infty=9.034/0.7625=11.85$, so the predicted excess is 0.0019 at $N=2$. The explicit sum gives 0.8831 and the law 0.8812, a difference of 0.0019. At $N=10$ they give 0.9766 and 0.9762: ten layers are still 2.3% below the continuum value. The law is coarser for bcc (001): there $D_2$ is the on-top coupling at height $a$, $a^3D_2=-0.327$, and $a^3D_\infty=16\pi/3=16.76$, so the correction is about $0.04/N$ against the law's $0.46/N$.

The numerical output lists these sums in full. Their many digits check the summation; the physical accuracy of $K$ is limited by the point-moment model. In real ultrathin films the omitted spin-orbit anisotropy is often as large as this dipolar part or larger, and it can turn the easy direction to the normal. For spiral or otherwise non-parallel order the uniform sum must be replaced by one with site-dependent moments, and the continuum comparison made here no longer applies.

## Table of computed values

```
neighbour distance a = 2.50 angstrom
moment per site = 2.0 Bohr magnetons
energy scale alpha^2 m^2/a^3 = 1.37425e-05 eV
square: eta = 0.70898 1/angstrom, cutoff 6
number of R terms = 36, of G terms = 37
real-space: a^3 D_zz = 0.40249982, a^3 D_xx = -1.33436331
reciprocal: a^3 D_zz = 12.81991207, a^3 D_xx = 1.00634267
self: a^3 D_zz = -4.18879020, a^3 D_xx = -4.18879020
total: a^3 D_zz = 9.03362168, a^3 D_xx = -4.51681084
square zeta value of a^3 S = 9.03362168
triangular Ewald a^3 D_zz = 11.03417573
triangular zeta value of a^3 S = 11.03417573
oblique cell (1, 0), (0.3, 0.7) in units of a: a^3 D_xy = -2.321708
oblique: largest Ewald-direct difference = 1.7e-07
oblique: spread over three eta = 8.0e-15
square, plain disc of radius 100 a: missing a^3 D_zz = 0.06283
Ewald cutoff 2: error of a^3 D_zz = 1.4e-02
Ewald cutoff 3: error of a^3 D_zz = 1.4e-05
Ewald cutoff 4: error of a^3 D_zz = 2.5e-11
Ewald cutoff 5: error of a^3 D_zz = 2.5e-11
square E normal = 6.20721e-05 eV
square E in plane = -3.10361e-05 eV
square K = 9.31082e-05 eV = 3.42166e-06 hartree
triangular K = 1.13728e-04 eV = 4.17941e-06 hartree
square equivalent thickness = 2.3184 angstrom
triangular equivalent thickness = 2.1917 angstrom
simple cubic (001): d = 2.5000 angstrom, K_cont = 8.63465e-05 eV
  K_1/K_cont = 1.07831, next-layer a^3 D_zz = -0.32746
fcc (001): d = 1.7678 angstrom, K_cont = 1.22112e-04 eV
  K_1/K_cont = 0.76248, next-layer a^3 D_zz = 1.42941
bcc (001): d = 1.2500 angstrom, K_cont = 1.72693e-04 eV
  K_1/K_cont = 0.53915, next-layer a^3 D_zz = 4.17639
fcc (111): d = 2.0412 angstrom, K_cont = 1.22112e-04 eV
  K_1/K_cont = 0.93134, next-layer a^3 D_zz = 0.40563
fcc (001): second-layer a^3 D_zz = -0.02263
fcc (001), N = 1: K_N/K_cont = 0.76248, 1/N law = 0.76248
fcc (001), N = 2: K_N/K_cont = 0.88313, 1/N law = 0.88124
fcc (001), N = 5: K_N/K_cont = 0.95324, 1/N law = 0.95250
fcc (001), N = 10: K_N/K_cont = 0.97662, 1/N law = 0.97625
tetragonal on-top stack, d = 3.00 angstrom: bulk K/K_cont = 1.26838
```
